# Effective index of a half-void oxide roughness layer

## Problem

An alumina film grown by atomic layer deposition is followed in situ by ellipsometry at a wavelength of 633 nm. The oxide has refractive index \(n_o=1.65\). Its rough surface is modelled as a flat layer 2.0 nm thick, in which half the volume is void and half is oxide.

(a) Estimate the effective index of the layer by a scaling argument.

(b) Derive the Bruggeman effective-medium equation and use it to show that the effective index is about 1.31.

(c) Compare the two results, and find how far the index moves when the assumptions about filling, grain shape and grain size are changed.

Both parts are taken as non-magnetic and lossless, so that the relative permittivity of each is the square of its index: 1 for the void and

\[
\varepsilon_o=n_o^2=1.65^2=2.7225
\]

for the oxide. The effective relative permittivity is called \(e\), and the effective index is \(n=\sqrt e\). The grains are much smaller than the wavelength, so the field around them may be computed as a static field. Except where another shape is named, the mixture has no preferred direction.

## A first estimate by scaling

The field equations contain the permittivity, so the estimate starts from its mean and its deviation from the mean. At half filling these are

\[
\bar\varepsilon=\frac{1+\varepsilon_o}{2}=\frac{3.7225}{2}=1.861,
\qquad
\delta=\frac{\varepsilon_o-1}{2}=0.861 .
\]

The local permittivity is \(\bar\varepsilon+\eta\), with \(\eta=+\delta\) in the oxide and \(\eta=-\delta\) in the void.

Multiplying both permittivities by a common factor multiplies \(e\) by the same factor. Hence \(e/\bar\varepsilon\) can depend only on the ratio \(\delta/\bar\varepsilon\). If the two materials are arranged in statistically the same way, exchanging them changes \(\delta\) into \(-\delta\) and leaves \(e\) as it was. The dependence is therefore even, and for weak contrast

\[
e\simeq\bar\varepsilon\left(1-c\,s\right),\qquad s=\frac{\delta^2}{\bar\varepsilon^2},
\]

with a number \(c\) that depends on the geometry.

To find \(c\), let \(\mathbf E_0\) be the mean field and \(\mathbf E_1\) the small local deviation from it. There is no free charge, so the displacement has zero divergence. To first order in \(\eta\) this reads

\[
\bar\varepsilon\,\nabla\!\cdot\mathbf E_1+\mathbf E_0\cdot\nabla\eta=0 .
\]

Take one Fourier component \(\eta_k e^{i\mathbf k\cdot\mathbf r}\). A static field has no curl, so its component of \(\mathbf E_1\) points along the unit vector \(\hat{\mathbf k}\). The equation then gives

\[
\mathbf E_{1,k}=-\hat{\mathbf k}\,(\hat{\mathbf k}\cdot\mathbf E_0)\,\frac{\eta_k}{\bar\varepsilon}.
\]

The minus sign says that, on average, the field is weaker where the permittivity is higher. In the mean displacement, the terms linear in \(\eta\) and in \(\mathbf E_1\) average to zero, and the product \(\langle\eta\mathbf E_1\rangle\) remains. Its part along \(\mathbf E_0\) gives

\[
e\simeq\bar\varepsilon-\frac{1}{\bar\varepsilon}\sum_k|\eta_k|^2\cos^2\theta_k ,
\]

where \(\theta_k\) is the angle between \(\mathbf k\) and \(\mathbf E_0\). The sum of all \(|\eta_k|^2\) is the mean square \(\langle\eta^2\rangle=\delta^2\). With no preferred direction, \(\cos^2\theta_k\) averages to \(1/3\), because the squares of the three direction cosines add up to 1. So \(c=1/3\), and

\[
e\simeq\bar\varepsilon-\frac{\delta^2}{3\bar\varepsilon}
=1.861-\frac{0.861^2}{3\times1.861}
=1.861-0.133=1.728 .
\]

The estimated index is \(n\simeq\sqrt{1.728}=1.315\). The expansion parameter is \(s=0.21\), which is small enough for a first estimate but leaves the size of the next term open.

## The Bruggeman equation

### The field inside one grain

The Bruggeman approximation treats each grain as a sphere lying in the effective medium itself. Neither void nor oxide is singled out as the host.

Let a sphere of radius \(a\) and relative permittivity \(\varepsilon_i\) lie in a uniform medium \(e\), with a field \(E_0\) far away. With \(\theta\) measured from the field direction, the potentials are

\[
\phi_{\rm in}=-E_i\,r\cos\theta,
\qquad
\phi_{\rm out}=\left(-E_0\,r+\frac{p}{r^2}\right)\cos\theta .
\]

Both satisfy Laplace's equation. The first is finite at the centre, and the second tends to the uniform field at large distance. The constant \(p\) measures the dipole field of the sphere.

Continuity of the potential at \(r=a\) gives

\[
-E_i a=-E_0a+\frac{p}{a^2}
\quad\Longrightarrow\quad
\frac{p}{a^3}=E_0-E_i .
\]

Continuity of the normal displacement, \(-\varepsilon_0\varepsilon\,\partial\phi/\partial r\), gives after the vacuum permittivity \(\varepsilon_0\) and \(\cos\theta\) cancel

\[
\varepsilon_iE_i=e\left(E_0+\frac{2p}{a^3}\right)=e\,(3E_0-2E_i).
\]

Collecting the terms in \(E_i\),

\[
E_i=\frac{3e}{\varepsilon_i+2e}\,E_0 .
\]

For \(\varepsilon_i=e\) the sphere is invisible and \(E_i=E_0\), as it must be. A void has \(\varepsilon_i<e\) and a field above \(E_0\); an oxide grain has a field below it.

### The averaging condition

A grain carries the polarization \(\varepsilon_0(\varepsilon_i-e)E_i\) in excess of what the medium would carry in the same field. The effective medium is chosen so that this excess vanishes on average. With volume fractions \(f_i\),

\[
\sum_i f_i(\varepsilon_i-e)E_i=0 .
\]

Inserting the inner field and dividing by \(3eE_0\) gives the Bruggeman equation,

\[
\sum_i f_i\,\frac{\varepsilon_i-e}{\varepsilon_i+2e}=0 .
\]

The condition can also be read as \(\langle\varepsilon E\rangle=e\langle E\rangle\), which is the definition of an effective permittivity. It remains to see whether the mean inner field agrees with the applied field. Since

\[
\frac{\varepsilon_i-e}{\varepsilon_i+2e}=1-\frac{3e}{\varepsilon_i+2e}
\]

and the fractions add up to 1, the Bruggeman equation is equivalent to \(\sum_i f_iE_i=E_0\). The averaging is consistent.

## Exact solution of the equation at half filling

For equal fractions the common factor \(1/2\) drops out:

\[
\frac{1-e}{1+2e}+\frac{\varepsilon_o-e}{\varepsilon_o+2e}=0 .
\]

Multiplication by both denominators gives

\[
(1-e)(\varepsilon_o+2e)+(\varepsilon_o-e)(1+2e)=0 .
\]

The first product is \(\varepsilon_o+2e-\varepsilon_oe-2e^2\), and the second is \(\varepsilon_o+2\varepsilon_oe-e-2e^2\). Their sum, with the sign reversed, is

\[
4e^2-(1+\varepsilon_o)e-2\varepsilon_o=0 .
\]

The product of the two roots is \(-\varepsilon_o/2\), which is negative, so one root is positive and the other negative. The positive one is

\[
e=\frac{1+\varepsilon_o+\sqrt{(1+\varepsilon_o)^2+32\,\varepsilon_o}}{8}.
\]

It gives \(e=(2+6)/8=1\) when the oxide is replaced by void, as it should. The other root would give \(-1/2\) there and is discarded.

With the numbers of the problem,

\[
e=\frac{3.7225+\sqrt{3.7225^2+32\times2.7225}}{8}
=\frac{3.7225+10.0487}{8}=1.7214,
\]

\[
n=\sqrt{1.7214}=1.312\approx1.31 .
\]

This is the result asked for in part (b). Putting \(e\) back into the equation gives

\[
\frac{1-1.7214}{1+3.4428}=-0.1624,
\qquad
\frac{2.7225-1.7214}{2.7225+3.4428}=+0.1624,
\]

and the two terms cancel. The inner fields are \(1.1624\,E_0\) in the void and \(0.8376\,E_0\) in the oxide, with mean \(E_0\). The oxide, which polarizes more, sits in the weaker field. This is why \(e\) lies below the mean permittivity 1.861.

## Comparison of estimate and solution

The exact root can be written in the variables of the estimate. From \(1+\varepsilon_o=2\bar\varepsilon\) and \(\varepsilon_o=(\bar\varepsilon+\delta)(\bar\varepsilon-\delta)=\bar\varepsilon^2-\delta^2\), the expression under the square root becomes \(36\bar\varepsilon^2-32\delta^2\), so

\[
e=\frac{\bar\varepsilon}{4}\left(1+3\sqrt{1-\tfrac{8}{9}s}\right).
\]

With \(\sqrt{1-x}=1-x/2-x^2/8-\dots\) and \(x=8s/9\),

\[
e=\bar\varepsilon\left(1-\frac{s}{3}-\frac{2s^2}{27}-\dots\right).
\]

The term in \(s\) agrees with the scaling estimate, including the factor \(1/3\). The Bruggeman equation therefore has the correct leading correction for a weak-contrast isotropic mixture. The next term is \(-1.861\times2\times0.21^2/27=-0.006\), which accounts for most of the difference between 1.728 and 1.721. In the index, the estimate is too high by 0.003.

The estimate departs from the Bruggeman equation at strong contrast. For \(\varepsilon_o\to\infty\), \(\bar\varepsilon\to\varepsilon_o/2\) and \(s\to1\). The estimate then tends to \(\varepsilon_o/3\), while the Bruggeman root tends to \(\varepsilon_o/4\). The estimate is too high by one third of the Bruggeman value.

A plain mean of the indices would give \((1+1.65)/2=1.325\), which is 0.013 above the Bruggeman index. This mean is given only for comparison and is not derived here from the static field.

### A random system that can be solved directly

The Bruggeman equation is itself an approximation, because each grain really has particular neighbours and not a uniform medium. A cubic network of capacitors shows how much this matters in one random system at the present contrast. Each bond between neighbouring nodes has capacitance 1 or \(\varepsilon_o\), in equal numbers.

The network leads to the same equation. In an infinite uniform network of bonds \(e\), put charge \(q\) in at one node and, separately, take \(q\) out at its neighbour. By symmetry each action puts \(q/6\) on the bond between them, so together they put \(q/3\) there. The voltage is then \(q/(3e)\), and the capacitance between the two nodes is \(3e\). Now change this bond to \(\varepsilon_i\). Its additional charge \((\varepsilon_i-e)V_i\) lowers the original voltage \(V_0\):

\[
V_i=V_0-\frac{(\varepsilon_i-e)V_i}{3e}
\quad\Longrightarrow\quad
V_i=\frac{3e}{\varepsilon_i+2e}V_0 .
\]

This is the factor found for a sphere, and the same averaging gives the Bruggeman equation.

The charge balance at all nodes was solved by the conjugate-gradient method for 12 random periodic networks of \(16\times16\times16\) nodes under a fixed mean voltage drop. The mean effective value is 1.7225 with a standard error of 0.0009, against 1.7214 from the Bruggeman equation. At this sample size the difference is about one standard error. With more samples and networks up to \(48\times48\times48\) nodes the mean settles near 1.7218, a small but systematic excess of about 0.0004 over the Bruggeman value, which is below 0.0002 in the index. This supports the self-consistent averaging at this contrast; it says nothing about the shape of real grains.

## How far the assumptions move the index

### Filling and oxide index

For void fraction \(f_v\) and oxide fraction \(f_o=1-f_v\), clearing the denominators gives

\[
f_v(1-e)(\varepsilon_o+2e)+f_o(\varepsilon_o-e)(1+2e)=0 .
\]

The constant term is \((f_v+f_o)\varepsilon_o=\varepsilon_o\), and the coefficient of \(e^2\) is \(-2\). The coefficient of \(e\) is

\[
b=(2f_v-f_o)+(2f_o-f_v)\varepsilon_o=(3f_v-1)+(3f_o-1)\varepsilon_o ,
\]

so that \(2e^2-be-\varepsilon_o=0\) and

\[
e=\frac{b+\sqrt{b^2+8\varepsilon_o}}{4}.
\]

With the oxide index held at 1.65, the effective index is 1.380 for \(f_v=0.4\) and 1.245 for \(f_v=0.6\). A change of 0.1 in the void fraction thus moves it by about 0.07. With the void fraction held at one half, oxide indices of 1.60 and 1.70 give 1.289 and 1.335, a shift of about 0.023 either way.

### Grain shape

Suppose that the oxide and the voids form columns standing upright on the film. A field parallel to the surface crosses them. For a round column the outer potential is \((-E_0r+p/r)\cos\theta\), and the two boundary conditions become

\[
\frac{p}{a^2}=E_0-E_i,\qquad
\varepsilon_iE_i=e\left(E_0+\frac{p}{a^2}\right)=e(2E_0-E_i).
\]

Hence \(E_i=2eE_0/(\varepsilon_i+e)\), and the averaging condition at half filling is

\[
(1-e)(\varepsilon_o+e)+(\varepsilon_o-e)(1+e)=2\varepsilon_o-2e^2=0 .
\]

The solution is \(e=\sqrt{\varepsilon_o}=n_o=1.65\), and the index is \(\sqrt{1.65}=1.285\).

A field along the columns is continuous across their walls and has the same value in both materials. The effective permittivity is then the mean, 1.861, and the index is 1.364. Such a layer is anisotropic, and one index cannot describe it for all polarizations. Both column values assume columns much taller than they are wide, which in a 2.0 nm layer means widths well below 2 nm. For columns as wide as they are tall the index along the normal falls to roughly 1.33. For grains much wider than the layer is thick the order is reversed: the index tends to 1.364 for a field in the plane and to the plate value found next for a field along the normal.

For flat plates crossed by the field, the displacement is common to both materials and the fields add in proportion to \(1/\varepsilon_i\). Therefore

\[
\frac1e=\frac12\left(1+\frac1{\varepsilon_o}\right),
\]

which gives an index of 1.209. At fixed half filling, these shapes spread the index from 1.21 to 1.36, with the Bruggeman value for spherical grains, 1.31, between them.

### Grain size

The static treatment neglects the change of phase across a grain. Its scale can be found from a periodic stack of 2 nm void and 2 nm oxide, crossed by a wave whose field lies along the layers. In a layer of index \(n_j\) the field obeys \(E''=-n_j^2k_0^2E\), with \(k_0=2\pi/\lambda\) and \(\lambda\) the vacuum wavelength. A layer of thickness \(d\) therefore carries the pair \((E,\,E'/k_0)\) across by the matrix

\[
M_j=\begin{pmatrix}\cos\beta_j&\sin\beta_j/n_j\\-n_j\sin\beta_j&\cos\beta_j\end{pmatrix},
\qquad \beta_j=n_jk_0d .
\]

Each matrix has determinant 1, and so has the product for one period \(\Lambda=2d\). Its eigenvalues are \(e^{\pm iK\Lambda}\), where \(K\) is the wave number of the stack. Half the trace of the product equals \(\cos K\Lambda\), and the index is \(K/k_0\).

At 633 nm this index exceeds the static value 1.364 by \(9\times10^{-6}\). Doubling both thicknesses multiplies the excess by 4.00, so in this range it grows as the square of the layer thickness. A random mixture is not a periodic stack, but with grains of this size its wavelength correction should be of similar scale, far below the effects of filling and shape.

## Reading the result for a real film

The index 1.65 is an input of the problem; alumina grown by atomic layer deposition has an index of roughly 1.6 to 1.7 at usual growth temperatures, and a lower one, nearer 1.5, when grown close to room temperature. The 2.0 nm is the thickness of the model layer and not the root-mean-square height of the surface, so the two should not be compared as if they were the same quantity. In the model, this layer holds as much oxide as a solid film of thickness \(0.5\times2.0=1.0\) nm.

A real rough surface breaks the assumption of a uniform mixture: oxide fills most of the volume near the film and little of it near the peaks. A layer about one grain thick is also not a piece of bulk mixture. Neither effect is computed here. For comparison, the uniform model moves the index by about 0.07 for a change of 0.1 in void fraction, and by up to about 0.1 for the extreme shapes at fixed filling. The third decimal of 1.312 is therefore a property of the equation and not of the surface, and even the second decimal depends on the filling, on the grain shape and on whether one material surrounds the other (at half filling, spheres of void coated with oxide give 1.33, and spheres of oxide coated with void give 1.29). A thickness fitted with the index fixed at 1.31 is the thickness of an equivalent uniform layer. It depends on the assumed half filling, and how strongly it does so depends on whether the thickness of the film below is fitted at the same time.
